# Infrared isotope patterns of isolated and paired nitrogen in silicon: verification in Python

```python
"""Isotope patterns of nitrogen stretches in silicon doped with 14N and 15N.

Result under test: a pair with two equivalent, coupled N sites gives three
main infrared lines per bright stretch (pair numbers 1:2:1); isolated N gives
two, and so does a pair whose atoms are uncoupled.

Symbols: u1, u2 parallel displacements of the N atoms; dipole = u1 + u2
ku, kg   spring constants of the odd (bright) and even (dark) motions
a, d     half sum and half difference of the inverse masses
L        squared wavenumber; S strength = squared dipole per unit mass
Internal units: mass in u, wavenumber in cm^-1, spring constant in u cm^-2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import trapezoid
from scipy.linalg import eigh
from scipy.signal import find_peaks

M14, M15 = 14.003, 15.000          # atomic masses, u
SI28, SI30 = 27.977, 29.974        # atomic masses, u
WIDTH = 4.0                        # full width at half maximum, cm^-1
TO_RAD = 2 * np.pi * const.c * 100  # cm^-1 to rad/s
TO_NM = const.atomic_mass * TO_RAD**2  # u cm^-2 to N/m


def pair_matrix(bright, dark):
    ku, kg = M14 * bright**2, M14 * dark**2
    k, c = (ku + kg) / 2, (ku - kg) / 2
    return np.array([[k, c], [c, k]])


def modes(K, masses):
    """Wavenumbers and strengths from diagonalization."""
    L, v = eigh(K, np.diag(masses))
    return np.sqrt(L), v.sum(axis=0)**2


def absorption(nu, K, masses, width):
    """Power absorbed from a uniform field, from the damped response."""
    M = np.diag(masses)
    x = nu[:, None, None]
    A = K - x**2 * M - 1j * x * width * M
    return nu * np.linalg.inv(A).sum(axis=(1, 2)).imag


def mixed_formula(ku, kg):
    a, d = (1 / M14 + 1 / M15) / 2, (1 / M14 - 1 / M15) / 2
    root = np.sqrt(a**2 * (ku + kg)**2 - 4 * (a**2 - d**2) * ku * kg)
    sign = np.sign(ku - kg)
    Lu = (a * (ku + kg) + sign * root) / 2
    Lg = (a * (ku + kg) - sign * root) / 2
    Su = 2 * Lu * (a - Lg / ku) / (Lu - Lg)
    return a, d, Lu, Lg, Su


grid = np.arange(600.0, 1150.0, 0.1)


def count_peaks(spectrum):
    return len(find_peaks(spectrum, height=0.1 * spectrum.max())[0])


def pair_spectrum(K):
    return (0.25 * absorption(grid, K, [M14, M14], WIDTH)
            + 0.50 * absorption(grid, K, [M14, M15], WIDTH)
            + 0.25 * absorption(grid, K, [M15, M15], WIDTH))


# Random pairing, by shuffling a large box of atoms
rng = np.random.default_rng(7)
print(f"masses 14N, 15N: {M14:.3f}, {M15:.3f} u; line width {WIDTH:.1f} cm^-1")
for p in (0.50, 0.45):
    n = 400000
    atoms = np.zeros(n, dtype=int)
    atoms[:int(round(p * n))] = 1
    found = np.bincount(rng.permutation(atoms).reshape(-1, 2).sum(axis=1),
                        minlength=3) / (n / 2)
    law = np.array([(1 - p)**2, 2 * p * (1 - p), p**2])
    assert np.allclose(found, law, atol=0.005)  # about five standard errors
    print(f"15N fraction {p:.2f}: pair fractions by formula "
          + ", ".join(f"{f:.4f}" for f in law))
    print("  by shuffling: " + ", ".join(f"{f:.4f}" for f in found))

# The two bright stretches of the pair
all_modes = {"14-14": [], "14-15": [], "15-15": []}
for bright, dark in ((770.0, 670.0), (960.0, 1060.0)):
    K = pair_matrix(bright, dark)
    ku, kg = M14 * bright**2, M14 * dark**2
    a, d, Lu, Lg, Su = mixed_formula(ku, kg)
    Sg = 2 * a - Su
    nu_mix, S_mix = modes(K, [M14, M15])
    i = int(np.argmax(S_mix))
    assert np.isclose(nu_mix[i], np.sqrt(Lu), rtol=1e-9)
    assert np.isclose(nu_mix[1 - i], np.sqrt(Lg), rtol=1e-9)

    # Areas by integrating the response over each narrow line
    for L, S in ((Lu, Su), (Lg, Sg)):
        x = np.sqrt(L) + np.linspace(-6, 6, 12001)
        area = trapezoid(absorption(x, K, [M14, M15], 0.02), x) * 2 / np.pi
        assert abs(area / S - 1) < 5e-3  # tails outside the window

    pure = []
    for m in (M14, M15):
        nu, S = modes(K, [m, m])
        j = int(np.argmax(S))
        assert np.isclose(nu[j], np.sqrt(ku / m), rtol=1e-9)
        assert np.isclose(S[j], 2 / m, rtol=1e-9) and S[1 - j] < 1e-12
        pure.append((nu[j], S[j]))
    (n14, S14), (n15, S15) = pure

    # Small-d estimates; their errors are of higher order in the mixing
    push = d**2 * ku * kg / (a * (ku - kg))
    leak = (d / a)**2 * (kg / (ku - kg))**2
    assert abs(push / (Lu - a * ku) - 1) < 0.06
    assert abs(leak / (Sg / (2 * a)) - 1) < 0.15

    single = sum(0.5 * absorption(grid, np.array([[ku]]), [m], WIDTH)
                 for m in (M14, M15))
    counts = (count_peaks(pair_spectrum(K)), count_peaks(single),
              count_peaks(pair_spectrum(pair_matrix(bright, bright))))
    assert counts == (3, 2, 2)

    for name, ms in (("14-14", [M14, M14]), ("14-15", [M14, M15]),
                     ("15-15", [M15, M15])):
        all_modes[name].extend(modes(K, ms)[0])

    print(f"STRETCH: bright {bright:.0f}, dark partner {dark:.0f} cm^-1")
    print(f"  ku, kg: {ku*TO_NM:.1f}, {kg*TO_NM:.1f} N/m; d/a = {d/a:.5f}")
    print(f"  lines 14-14, 14-15, 15-15: {n14:.1f}, {np.sqrt(Lu):.1f}, "
          f"{n15:.1f} cm^-1")
    print(f"  midpoint of outer lines: {(n14+n15)/2:.1f} cm^-1")
    print(f"  14-15 line without mixing: {np.sqrt(a*ku):.1f} cm^-1")
    print(f"  14-15 line, small-d estimate: {np.sqrt(a*ku+push):.1f} cm^-1")
    print(f"  areas, 14-14 line = 1: 1, {2*Su/S14:.3f}, {S15/S14:.3f}")
    print(f"  faint partner line of 14-15: {np.sqrt(Lg):.1f} cm^-1")
    print(f"  its share of 14-15 strength: {100*Sg/(2*a):.2f} %"
          f" (estimate {100*leak:.2f} %)")
    print(f"  peaks: pair {counts[0]}, isolated {counts[1]}, "
          f"uncoupled pair {counts[2]}")

# When the conditions fail
K = pair_matrix(770.0, 750.0)
a, d, Lu, Lg, Su = mixed_formula(M14 * 770.0**2, M14 * 750.0**2)
print("CONDITIONS, bright stretch 770 cm^-1")
print(f"  dark partner at 750 cm^-1: its share {100*(1-Su/(2*a)):.1f} %, "
      f"peaks {count_peaks(pair_spectrum(K))}")
K = pair_matrix(770.0, 670.0)
K_uneven = K + 0.05 * K[0, 0] * np.diag([1.0, -1.0])
middle = []
for ms in ([M14, M15], [M15, M14]):
    nu, S = modes(K_uneven, ms)
    middle.append(nu[np.argmax(S)])
assert abs(middle[0] - middle[1]) > WIDTH
print(f"  site springs +5 % and -5 %: 14-15 and 15-14 lines at "
      f"{middle[0]:.1f}, {middle[1]:.1f} cm^-1")

# Moving silicon: planar cluster, two N, two bridging Si, two outer Si
BOND, TETHER, NN = 300.0, 150.0, 60.0   # N/m
half_angle, tilt = np.radians(50.0), np.radians(10.0)
cx, sy = np.cos(half_angle), np.sin(half_angle)
out = np.array([np.cos(tilt), np.sin(tilt)])
sites = np.array([[-cx, 0], [cx, 0], [0, sy], [0, -sy],
                  np.array([-cx, 0]) - out, np.array([cx, 0]) + out])
KC = np.zeros((12, 12))
for i, j, k in ((0, 2, BOND), (0, 3, BOND), (1, 2, BOND), (1, 3, BOND),
                (0, 4, BOND), (1, 5, BOND), (0, 1, NN)):
    e = sites[j] - sites[i]
    e = e / np.linalg.norm(e)
    row = np.zeros(12)
    row[2*i:2*i+2], row[2*j:2*j+2] = -e, e
    KC += k * np.outer(row, row)
KC[4:, 4:] += TETHER * np.eye(8)
charge = np.array([-1, -1, 0.5, 0.5, 0.5, 0.5])


def cluster(m1, m2, bridge=SI28):
    """Two strongest local modes and each atom's kinetic-energy share."""
    m = np.repeat([m1, m2, bridge, SI28, SI28, SI28], 2)
    w, v = eigh(KC, np.diag(m))
    nu = np.sqrt(w / const.atomic_mass) / TO_RAD
    dip = np.einsum("i,ijn->jn", charge, v.reshape(6, 2, 12))
    S = np.where(nu > 650, (dip**2).sum(axis=0), 0)
    pick = np.sort(np.argsort(S)[-2:])
    share = (m[:, None] * v**2).reshape(6, 2, 12).sum(axis=1)
    return nu[pick], share[:, pick]


def midpoint_error(dm):
    return (cluster(M14, M14 + dm)[0]
            - (cluster(M14, M14)[0] + cluster(M14 + dm, M14 + dm)[0]) / 2)


c14, share = cluster(M14, M14)
cmix, c15 = cluster(M14, M15)[0], cluster(M15, M15)[0]
assert np.allclose(share[0], share[1], rtol=1e-6)
small = 0.01
shift = cluster(M14 + small, M14)[0] - c14
assert np.allclose(shift, -c14 * share[0] * small / (2 * M14), rtol=0.02)
ratio = midpoint_error(0.25) / midpoint_error(0.125)
assert np.all(np.abs(ratio - 4) < 0.4)   # error is second order
assert np.all(c14 - cmix > WIDTH) and np.all(cmix - c15 > WIDTH)
c30 = cluster(M14, M14, SI30)[0]
print(f"CLUSTER springs: Si-N {BOND:.0f}, Si tether {TETHER:.0f}, "
      f"N-N {NN:.0f} N/m")
print("  half angle Si-N-Si 50 deg, outer bond tilt 10 deg")
for q, name in enumerate(("lower", "upper")):
    fixed = c14[q] * (1 - np.sqrt(M14 / M15))
    print(f"  {name} lines 14-14, 14-15, 15-15: {c14[q]:.1f}, "
          f"{cmix[q]:.1f}, {c15[q]:.1f} cm^-1")
    print(f"    full isotope shift {c14[q]-c15[q]:.1f}, with Si fixed "
          f"{fixed:.1f} cm^-1")
    print(f"    kinetic share of each N: {share[0, q]:.3f}")
    print(f"    shift by one bridging 30Si: {c30[q]-c14[q]:.1f} cm^-1")
    print(f"    midpoint error ratio, mass step doubled: {ratio[q]:.2f}")

# Temperature: excited fraction, and isotope preference in pair formation
hc_k = const.h * const.c * 100 / const.k
print(f"OTHER: Boltzmann factor, 770 cm^-1 at 300 K: "
      f"{np.exp(-hc_k*770/300):.3f}")


def log_z(name, T):
    x = hc_k * np.array(all_modes[name]) / T
    return -np.log(2 * np.sinh(x / 2)).sum()


excess = np.expm1(2 * log_z("14-15", 900) - log_z("14-14", 900)
                  - log_z("15-15", 900))
assert abs(excess) < 1e-3
print(f"  relative change of n(14-15)^2/[n(14-14) n(15-15)] from 4,")
print(f"  equilibrium at 900 K: {excess:.1e}")
print("tests ok")
```

Printed output:

```
masses 14N, 15N: 14.003, 15.000 u; line width 4.0 cm^-1
15N fraction 0.50: pair fractions by formula 0.2500, 0.5000, 0.2500
  by shuffling: 0.2500, 0.5001, 0.2500
15N fraction 0.45: pair fractions by formula 0.3025, 0.4950, 0.2025
  by shuffling: 0.3018, 0.4964, 0.2018
STRETCH: bright 770, dark partner 670 cm^-1
  ku, kg: 489.2, 370.4 N/m; d/a = 0.03438
  lines 14-14, 14-15, 15-15: 770.0, 758.5, 744.0 cm^-1
  midpoint of outer lines: 757.0 cm^-1
  14-15 line without mixing: 757.1 cm^-1
  14-15 line, small-d estimate: 758.5 cm^-1
  areas, 14-14 line = 1: 1, 1.912, 0.934
  faint partner line of 14-15: 657.2 cm^-1
  its share of 14-15 strength: 1.09 % (estimate 1.15 %)
  peaks: pair 3, isolated 2, uncoupled pair 2
STRETCH: bright 960, dark partner 1060 cm^-1
  ku, kg: 760.4, 927.0 N/m; d/a = 0.03438
  lines 14-14, 14-15, 15-15: 960.0, 940.9, 927.5 cm^-1
  midpoint of outer lines: 943.8 cm^-1
  14-15 line without mixing: 943.9 cm^-1
  14-15 line, small-d estimate: 940.8 cm^-1
  areas, 14-14 line = 1: 1, 1.868, 0.934
  faint partner line of 14-15: 1045.0 cm^-1
  its share of 14-15 strength: 3.37 % (estimate 3.66 %)
  peaks: pair 3, isolated 2, uncoupled pair 2
CONDITIONS, bright stretch 770 cm^-1
  dark partner at 750 cm^-1: its share 18.3 %, peaks 4
  site springs +5 % and -5 %: 14-15 and 15-14 lines at 765.5, 756.8 cm^-1
CLUSTER springs: Si-N 300, Si tether 150, N-N 60 N/m
  half angle Si-N-Si 50 deg, outer bond tilt 10 deg
  lower lines 14-14, 14-15, 15-15: 815.0, 808.6, 798.7 cm^-1
    full isotope shift 16.4, with Si fixed 27.6 cm^-1
    kinetic share of each N: 0.300
    shift by one bridging 30Si: -5.2 cm^-1
    midpoint error ratio, mass step doubled: 3.92
  upper lines 14-14, 14-15, 15-15: 927.9, 914.0, 904.4 cm^-1
    full isotope shift 23.6, with Si fixed 31.4 cm^-1
    kinetic share of each N: 0.378
    shift by one bridging 30Si: -1.5 cm^-1
    midpoint error ratio, mass step doubled: 3.95
OTHER: Boltzmann factor, 770 cm^-1 at 300 K: 0.025
  relative change of n(14-15)^2/[n(14-14) n(15-15)] from 4,
  equilibrium at 900 K: -2.5e-07
tests ok
```
